# Periodic Trap Occupation under Alternating Capture and Emission

**Q.** You speak of a steady trap occupation in a transistor that never stops switching. If the trap fills in one half of the cycle and empties in the other, what is steady about it?

**A.** The occupation repeats from one period to the next, although it moves within each period. Let $f(t)$ be the probability that a single-level trap holds an electron. The period $T$ has a filling phase A of duration $DT$ and an emptying phase B of duration $(1-D)T$, with $0<D<1$. In a power switch filling belongs to the off state, so $D$ is the off-state fraction and not the usual on-state duty cycle.

In phase $i$ an empty trap captures at rate $c_i$ and a full one emits at rate $e_i$, so

$$\frac{df}{dt}=c_i(1-f)-e_if=-k_i(f-F_i),\qquad k_i=c_i+e_i,\quad F_i=\frac{c_i}{k_i}. \tag{1}$$

The second form follows by collecting the terms in $f$. I assume that the rates are constant within each phase, do not depend on $f$, and change abruptly between phases. Both $k_i$ are positive, and $\Delta=F_A-F_B>0$, which is what makes A the filling phase. The solution within a phase is

$$f(t)=F_i+[f(0)-F_i]e^{-k_it}. \tag{2}$$

Each phase pulls the occupation towards its own target $F_i$ and may end before the target is reached.

**Q.** Then the result depends on where I start. A device that rested overnight and one that was stressed for an hour should differ.

**A.** They differ at first. Define

$$x=k_ADT,\quad y=k_B(1-D)T,\quad a=e^{-x},\quad b=e^{-y}.$$

By (2), the difference between two histories is multiplied by $a$ during filling and by $b$ during emptying. After $n$ periods it has shrunk by $(ab)^n$, and $ab<1$. Every start therefore leads to the same periodic state, and there can be only one. The memory time is $T/(x+y)=1/[Dk_A+(1-D)k_B]$, which does not depend on the switching frequency at fixed $D$.

To find the periodic state, let $f_{\max}$ be the occupation at the end of filling and $f_{\min}$ that at the end of emptying. Equation (2) gives

$$f_{\min}-F_B=b(f_{\max}-F_B),\qquad f_{\max}-F_A=a(f_{\min}-F_A).$$

Write $u=f_{\max}-F_B$. Then $f_{\min}-F_A=bu-\Delta$, and the second relation becomes $u-\Delta=a(bu-\Delta)$, or $u(1-ab)=\Delta(1-a)$. Hence

$$f_{\max}=F_B+\Delta\frac{1-a}{1-ab},\qquad f_{\min}=F_B+\Delta\frac{b(1-a)}{1-ab}. \tag{3}$$

The swing within a period is

$$f_{\max}-f_{\min}=\Delta\,r,\qquad r=\frac{(1-a)(1-b)}{1-ab}. \tag{4}$$

**Q.** An ammeter does not see the end points. It averages over the on state.

**A.** That calls for the mean over phase B. The phase starts at $f_{\max}$, and $\int_0^{(1-D)T}e^{-k_Bt}dt=(1-b)/k_B$. Dividing by the duration gives

$$m_B=F_B+(f_{\max}-F_B)\frac{1-b}{y}=F_B+\Delta\frac{r}{y}. \tag{5}$$

Phase A starts at $f_{\min}$, whose distance from the target is

$$F_A-f_{\min}=\Delta\frac{1-ab-b+ab}{1-ab}=\Delta\frac{1-b}{1-ab}.$$

The same integration gives

$$m_A=F_A-(F_A-f_{\min})\frac{1-a}{x}=F_A-\Delta\frac{r}{x}. \tag{6}$$

**Q.** At very high frequency the trap cannot follow. Surely it then settles at the time average of the two targets.

**A.** It settles at an average weighted by rate as well as time. As $T\to0$ at fixed $D$, $1-a\approx x$, $1-b\approx y$ and $1-ab\approx x+y$, so $r\approx xy/(x+y)$. Equation (5) then tends to

$$\bar f=F_B+\Delta\frac{x}{x+y}=\frac{xF_A+yF_B}{x+y}
=\frac{Dc_A+(1-D)c_B}{Dk_A+(1-D)k_B}. \tag{7}$$

The last form uses $xF_A=Dc_AT$ and $yF_B=(1-D)c_BT$. Equation (6) has the same limit. The trap responds to the average capture and emission rates, so a short phase with a large rate can dominate.

This limit also puts the means at any frequency into a common form. Define

$$W=r\left(\frac1x+\frac1y\right). \tag{8}$$

From (7), $\bar f-F_B=\Delta x/(x+y)$ and $F_A-\bar f=\Delta y/(x+y)$. Multiplying each by $W=r(x+y)/(xy)$ gives $\Delta r/y$ and $\Delta r/x$. Therefore

$$m_B=F_B+W(\bar f-F_B),\qquad m_A=F_A-W(F_A-\bar f). \tag{9}$$

The cycle mean $m=Dm_A+(1-D)m_B$ is

$$m=f_s+W(\bar f-f_s),\qquad f_s=DF_A+(1-D)F_B. \tag{10}$$

Your time average is $f_s$, which is the slow limit.

**Q.** You have moved the frequency dependence into $W$. How do I know that $W$ does not oscillate or overshoot?

**A.** Expanding the product $(1-a)(1-b)$ confirms that

$$\frac1r=\frac1{1-a}+\frac1{1-b}-1.$$

Since $1/(1-e^{-x})=\tfrac12[1+\coth(x/2)]$, this is $1/r=\tfrac12[\coth(x/2)+\coth(y/2)]$. Put $x=\alpha T$ and $y=\beta T$, with $\alpha=k_AD$ and $\beta=k_B(1-D)$. Then

$$W=\frac{2(\alpha+\beta)}{\alpha\beta\,[T\coth(\alpha T/2)+T\coth(\beta T/2)]}. \tag{11}$$

The function $z\coth z$ has derivative $(\sinh2z-2z)/(2\sinh^2z)$, which is positive for $z>0$. The denominator therefore grows with $T$, and $W$ rises steadily with frequency at fixed $D$ and fixed rates.

For small $T$, $z\coth z\approx1+z^2/3$ turns the bracket into $2(1/\alpha+1/\beta)+(\alpha+\beta)T^2/6$. For large $T$ both hyperbolic cotangents tend to one. Thus

$$W\approx1-\frac{xy}{12}\ \text{(fast)},\qquad W\approx\frac1x+\frac1y\ \text{(slow)}. \tag{12}$$

So $W$ runs from 0 to 1 without overshoot. By (9), the emptying mean rises with frequency and the filling mean falls.

**Q.** Does the whole-cycle mean rise too?

**A.** That depends on which phase is faster. From (7),

$$\bar f-f_s=\Delta\left(\frac{\alpha}{\alpha+\beta}-D\right)=\Delta\frac{(1-D)\alpha-D\beta}{\alpha+\beta}
=\Delta\frac{D(1-D)(k_A-k_B)}{Dk_A+(1-D)k_B}. \tag{13}$$

The cycle mean rises with frequency if $k_A>k_B$, falls if $k_A<k_B$, and stays constant if they are equal.

The end points behave differently again. In (3), $f_{\max}$ contains $g=(1-e^{-\alpha T})/(1-e^{-\gamma T})$ with $\gamma=\alpha+\beta$, and

$$\frac{d\ln g}{dT}=\frac{h(\alpha T)-h(\gamma T)}{T},\qquad h(z)=\frac{z}{e^z-1}.$$

The sign of $h'$ is that of $e^z-1-ze^z$. This vanishes at $z=0$ and has derivative $-ze^z<0$, so $h$ decreases and $g$ grows with $T$. Hence $f_{\max}$ falls with frequency. Exchanging $\alpha$ and $\beta$ shows that $F_A-f_{\min}$ also grows with $T$, so $f_{\min}$ rises with frequency. A reading at the start of the on state and a reading averaged over it therefore have opposite frequency trends.

**Q.** Where does the change happen? I would guess at the emission rate.

**A.** The two asymptotes of $W$ meet where $1/x+1/y=1$, at the frequency

$$\nu_c=\frac{1}{1/(k_AD)+1/[k_B(1-D)]}. \tag{14}$$

This is in cycles per second, without a factor $2\pi$. If $k_AD\gg k_B(1-D)$, it reduces to $k_B(1-D)$, so your guess holds when emission dominates $k_B$ and $D$ is small. If $D$ is so small that $k_AD\ll k_B$, the filling phase sets the corner instead.

At the corner $W=r$. For $\alpha=\beta$ we have $x=y=2$ and $W=\tanh1\approx0.76$. For very unequal $\alpha$ and $\beta$, one of $x,y$ tends to 1 and the other to infinity, so $W\to1-1/e\approx0.63$.

**Q.** Now the duty cycle. More filling time should mean more trapped charge, but raising $D$ also changes the emptying time.

**A.** Both changes act in the same direction. At fixed $T$, raising $D$ lowers $a$ and raises $b$. For $G=(1-a)/(1-ab)$,

$$\frac{\partial G}{\partial a}=-\frac{1-b}{(1-ab)^2}<0,\qquad
\frac{\partial G}{\partial b}=\frac{a(1-a)}{(1-ab)^2}>0,$$

so $f_{\max}$ rises. Exchanging $a$ and $b$ shows that $(1-b)/(1-ab)$ falls, so $f_{\min}$ rises too.

For the means, note that $(1-e^{-z})/z=\int_0^1e^{-zs}ds$ decreases with $z$. In (5), $y$ falls and both factors multiplying each other grow, so $m_B$ rises. In (6), $x$ grows and both factors in the subtracted term fall, so $m_A$ rises. Finally,

$$\frac{dm}{dD}=(m_A-m_B)+D\frac{dm_A}{dD}+(1-D)\frac{dm_B}{dD},\qquad m_A-m_B=\Delta(1-W)>0.$$

All three contributions are positive, so the cycle mean rises as well.

In the fast limit, half filling follows from setting (7) equal to $1/2$. This gives $D(c_A-e_A)=(1-D)(e_B-c_B)$, or

$$D_{1/2}=\frac{e_B-c_B}{(c_A-e_A)+(e_B-c_B)}, \tag{15}$$

provided $c_A>e_A$ and $e_B>c_B$. When capture during filling is much faster than emission in either phase, and capture during emptying is negligible, $D_{1/2}$ is close to $e_B/c_A$.

**Q.** Give me a device. Otherwise "much faster" can mean anything.

**A.** Take rough values in the regime of an iron-related buffer trap in a gallium nitride transistor: depth $E=0.60$ eV below the conduction band, effective cross section $\sigma=10^{-15}$ cm$^2$, electron mass $0.20\,m_e$ and temperature 350 K. Leakage supplies $n_A=10^{12}$ cm$^{-3}$ electrons near the trap in the off state, and $n_B=10^8$ cm$^{-3}$ remain in the on state.

Capture has rate $c=\sigma vn$, with mean thermal speed $v=\sqrt{8k_{\rm B}\Theta/\pi m}$ at temperature $\Theta$. In equilibrium capture and emission balance, $c(1-f)=ef$. With $f/(1-f)=e^{(E_F-E_t)/k_{\rm B}\Theta}$ and $n=N_ce^{(E_F-E_c)/k_{\rm B}\Theta}$, this gives

$$e=\sigma vN_ce^{-E/k_{\rm B}\Theta},\qquad N_c=2\left(\frac{mk_{\rm B}\Theta}{2\pi\hbar^2}\right)^{3/2}. \tag{16}$$

Here $E=E_c-E_t$, and the trap degeneracy is absorbed in the effective parameters. I use this emission rate in both phases and take the electrons to be at the device temperature. At fixed $\sigma$, heating of the electrons by the off-state field would speed up capture.

With $v=2.599\times10^7$ cm/s and $N_c=2.828\times10^{18}$ cm$^{-3}$, the rates are $c_A=2.599\times10^4$, $c_B=2.60$ and $e=168.5$ s$^{-1}$. The time constants are 38 µs for filling and 5.8 ms for emptying; the targets are $F_A=0.9936$ and $F_B=0.0152$.

For $D=0.1$ at 1 kHz, $x=2.616$ and $y=0.1540$, so $a=0.0731$ and $b=0.8573$. Then

$$f_{\max}=0.0152+0.9784\,\frac{0.9269}{0.9373}=0.983.$$

The swing factor is $r=0.14116$, and $W=0.14116(0.3823+6.492)=0.9704$. With $\bar f=0.9391$, the on-state mean is $0.0152+0.9704(0.9391-0.0152)=0.912$. Other frequencies at the same $D$ give:

| Frequency | $f_{\max}$ | $f_{\min}$ | $m_B$ | $m$ |
|---|---|---|---|---|
| 10 Hz | 0.994 | 0.015 | 0.079 | 0.170 |
| 100 Hz | 0.994 | 0.225 | 0.514 | 0.559 |
| 1 kHz | 0.983 | 0.845 | 0.912 | 0.915 |
| 100 kHz | 0.940 | 0.938 | 0.939 | 0.939 |

The corner lies at 145 Hz, where $W=0.65$. Direct integration of (1) for $D=0.1$ at 1 Hz, 100 Hz and 100 kHz gave end points and means that differ from the closed forms by no more than $2\times10^{-13}$ in occupation.

**Q.** At 100 kHz each off interval lasts only 1 µs, far less than your 38 µs. How can the trap be 94 % full?

**A.** It fills over many periods. The memory time is $1/(2616+154)$ s, or 0.36 ms, which is 36 periods. During each 9 µs on interval very little is emitted, so small gains accumulate until gain and loss balance. Equation (15) gives

$$D_{1/2}=\frac{168.5-2.6}{(25989-168.5)+(168.5-2.6)}=0.0064.$$

An off-state fraction of 0.64 % is enough for half filling in this model. At 100 kHz the on-state mean is 0.61 for $D=0.01$ and 0.99 for $D=0.5$. At 10 Hz the corresponding values are 0.073 and 0.13, because the trap is nearly empty for most of each on interval.

**Q.** How much current is lost?

**A.** Suppose that the trap sheet density is $N_T=3\times10^{11}$ cm$^{-2}$, the channel density is $n_s=8\times10^{12}$ cm$^{-2}$, and each trapped electron displaces one channel electron. The mean fractional loss of channel electrons is $(N_T/n_s)m_B=0.0375\,m_B$. For $D=0.5$ it is 0.49 % at 10 Hz and 3.7 % at 100 kHz. These values are counted from an empty trap. The excess over the steady on state, $0.0375\,(m_B-F_B)$, is 0.43 % and 3.6 %. It depends on the assumed $n_B$: with the Fermi level at the trap in the on state, $n_B=6.5\times10^9$ cm$^{-3}$ and $F_B=1/2$, the excess is 0.11 % and 1.8 %. The current falls by the same fraction if the electron velocity is unchanged. This calculation holds temperature and rates fixed as the frequency changes.

**Q.** Real devices heat up, leak differently and switch through high fields. Does the number survive?

**A.** It survives some changes and fails under others. The assumed leakage density corresponds to 16 µA per mm of width, for a drift speed of $10^7$ cm/s and a depth of 1 µm. That is high for a low-leakage power device. With a hundred times less leakage, $c_A=260$ s$^{-1}$ and (15) gives $D_{1/2}=165.9/(91.4+165.9)=0.64$ instead of 0.0064. The sensitivity to very short off intervals therefore requires fast capture. Other changes alter the on-state mean at 100 kHz as follows:

| Change | $D=0.02$ | $D=0.5$ |
|---|---|---|
| Reference | 0.76 | 0.99 |
| 20 K hotter | 0.49 | 0.96 |
| Leakage density halved | 0.61 | 0.97 |
| Hard switching | 0.98 | 0.99 |
| Charged empty trap (full lowering, during filling only) | 0.46 | 0.54 |

Heating by 20 K multiplies emission by 3.3. That row keeps the leakage density fixed; leakage that grows with temperature would weaken the fall, and would reverse it if the leakage density rose more than about 3.2 times over the same 20 K. The halved leakage is a trial for feedback: a full trap sheet and an equal opposite charge on one side of it produce a field of 0.06 MV/cm between them (relative permittivity 9), against an assumed buffer field of 0.20 MV/cm, so trapped charge can alter the leakage. Then $c_A$ depends on $f$, equation (1) becomes nonlinear, and (3) no longer holds.

The hard-switching row adds 40 ns per period at 100 times the leakage density. This counts as 4 µs of ordinary filling, whereas the off interval at $D=0.02$ lasts 0.2 µs. The small-$D$ result therefore needs soft switching.

**Q.** And the charged trap?

**A.** An empty trap of charge $+q$ attracts the escaping electron. In a field $\mathcal E$ the electron's energy is $-q^2/(4\pi\varepsilon R)-q\mathcal ER$ at distance $R$. Its maximum is at $R^2=q/(4\pi\varepsilon\mathcal E)$, where the two terms are equal, so the barrier drops by $q\sqrt{q\mathcal E/(\pi\varepsilon)}$. At 0.20 MV/cm, with the high-frequency relative permittivity of 5.3, this is 0.15 eV, which raises emission along the field about 130 times (about 43 times with the static value 9). The table applies that factor to all emission during filling and none in the on state. It therefore overstates the effect of this lowering if the field vanishes in the on state, but a field that persists there could empty the trap much further, especially at small $D$. In other directions the barrier drops less. With $\lambda$ the full lowering divided by $k_{\rm B}\Theta$, and no lowering against the field, the average over directions is $\tfrac12+[1+(\lambda-1)e^{\lambda}]/\lambda^2\approx22$. The means are then 0.69 and 0.87. The iron-related trap is taken as an acceptor, neutral when empty, so this Coulomb lowering does not apply to it.

A neutral trap still allows thermally assisted tunnelling. An electron that leaves at an energy $\epsilon$ below the band edge needs that much less thermal energy. This gains a factor $e^{\epsilon/k_{\rm B}\Theta}$ over emission across the full depth, but the electron must cross a triangular barrier of height $\epsilon$, with semiclassical exponent

$$S=\frac2\hbar\int_0^{\epsilon/q\mathcal E}\!\sqrt{2m(\epsilon-q\mathcal Ez)}\,dz=\frac{4\sqrt{2m}\,\epsilon^{3/2}}{3\hbar q\mathcal E}.$$

Maximizing $\epsilon/k_{\rm B}\Theta-S$ gives $\epsilon=(\hbar q\mathcal E)^2/[8m(k_{\rm B}\Theta)^2]$. There $S=2\epsilon/(3k_{\rm B}\Theta)$, so the remaining exponent is $(\hbar q\mathcal E)^2/[24m(k_{\rm B}\Theta)^3]$. The exponential factor is 1.26 here. Applied to emission in both phases, as if the field persisted in the on state, it lowers the mean at $D=0.02$ from 0.76 to 0.71. Here $S$ is only about 0.46, too small for the semiclassical argument to be trusted by itself, but the factor can be obtained without it. For a point-like trap coupled equally to all band states, the enhancement is the Boltzmann-weighted density of states at the trap site in the field, divided by its value without the field. With the Airy eigenfunctions of a uniform field this ratio is again 1.26. At this field tunnelling therefore matters less than 20 K of heating, and if the field is present only during filling the mean at $D=0.02$ falls by only about 0.001. The exponent grows as the square of the field, however. At 1 MV/cm, a field reached in the off state of high-voltage devices, the same model gives a factor of about 230, counting only energies above the trap level. With that field during filling only, the means at $D=0.02$ and $0.5$ fall to 0.36 and 0.40. The smallness of the effect thus rests on the assumed 0.20 MV/cm, and the coupling of a real trap to the lattice will change these factors.

**Q.** So may I conclude that a higher switching frequency worsens current collapse?

**A.** For the on-state average, yes, if $D$, temperature and both sets of rates stay fixed and one trap level dominates. Most of the rise is over well above $\nu_c$: in the example at $D=0.1$, going from 1 to 100 kHz changes the mean from 0.91 to 0.94. If switching losses also heat the device, faster emission opposes the rise, although leakage that grows with temperature works the other way; if hot electrons are captured at each edge, filling grows with the number of edges. Either effect changes the rates, and the frequency trend must then be found with those changes included.

## Calculated quantities

```
Largest closed-form error in tests: 1.6e-13
Temperature 350 K; trap depth 0.60 eV
Cross section 1.0e-15 cm2; mass 0.20 m_e
Electron density fill/empty 1.0e+12 / 1.0e+08 cm^-3
Mean speed 2.599e+07 cm/s; N_c 2.828e+18 cm^-3
Capture rate fill/empty 2.5989e+04 / 2.599 s^-1
Emission rate both phases 168.54 s^-1
Time constants fill/empty 38.23 us / 5.843 ms
Target occupations F_A 0.99356, F_B 0.01519
Leakage at 1e7 cm/s, 1 um deep: 16.0 uA per mm width
D=0.1: fast limit 0.9391, corner 145.5 Hz
D=0.1: W at corner 0.6532
D=0.1: freq(Hz)  f_max   f_min  fillmean emptymean cyclemean  W
        1   0.9936   0.0152   0.9932   0.0215   0.1187   0.0069
       10   0.9936   0.0152   0.9898   0.0787   0.1698   0.0687
      100   0.9936   0.2249   0.9642   0.5142   0.5592   0.5401
     1000   0.9827   0.8446   0.9408   0.9118   0.9147   0.9704
    10000   0.9460   0.9317   0.9392   0.9388   0.9389   0.9997
   100000   0.9399   0.9384   0.9392   0.9391   0.9391   1.0000
Half-filling fraction, fast limit: 0.639 %
Filling fraction D; emptying mean at 10 Hz; at 100 kHz
  0.001    0.0682    0.1450
  0.010    0.0729    0.6090
  0.020    0.0735    0.7560
  0.100    0.0787    0.9391
  0.500    0.1295    0.9872
  0.900    0.4836    0.9928
Trap/channel sheet density 3.0e+11 / 8.0e+12 cm^-2
Mean on-state channel loss, D=0.5, 10 Hz: 0.486 %
Mean on-state channel loss, D=0.5, 100000 Hz: 3.702 %
Neglected effect: emptying mean at D=0.02 and D=0.5, 100 kHz
  reference: 0.7560, 0.9872
  20 K hotter: 0.4931, 0.9603
  emission doubled (degeneracy): 0.6078, 0.9747
  mass 10 % larger: 0.7287, 0.9852
  leakage density halved: 0.6089, 0.9747
  tunnelling in both phases: 0.7109, 0.9839
  Poole-Frenkel while filling: 0.4603, 0.5356
  hard switching: 0.9848, 0.9926
  (edges: 40 ns per period, 100 x leakage density)
Emission factor for 20 K heating: 3.275
Buffer field 0.20 MV/cm; tunnelling factor 1.260
Poole-Frenkel lowering 0.147 eV; factor 132.7
Field of full trap sheet: 0.060 MV/cm
Buffer field / rough 3 MV/cm breakdown: 0.067
Band filling n/N_c while filling: 3.5e-07
Hole emission, 3.4 eV gap, 1e13 s^-1 prefactor: 4.8e-28 s^-1
```
